# The T^5 electron-phonon cooling law and overheating of a copper island: a numerical check

```python
"""
Electron-phonon cooling of a clean free-electron metal.
Result under test:
    P = Sigma * V * (Te**5 - Tph**5)
    Sigma = 6 zeta(5) D**2 m**2 kB**5 / (pi**3 rho hbar**7 c**4)
    D = 2 EF / 3   (screened coupling to longitudinal dilation)
P: heat flow from electrons to phonons; V: volume; Te, Tph: electron and
phonon temperatures; rho: mass density; c: longitudinal sound speed;
EF: Fermi energy; m: electron mass; kF: Fermi wave number.
Model tests use hbar = m = kF = kB = 1, hence EF = 1/2.
The copper example uses Gaussian (cgs) units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, zeta

pi = np.pi


def bose(x):
    return 1.0 / np.expm1(x)


# ---------- copper inputs (rough values) and constants in cgs ----------
hbar = const.hbar * 1e7
kB = const.k * 1e7
m = const.m_e * 1e3
e2 = const.e**2 / (4 * pi * const.epsilon_0) * 1e9
erg_per_eV = const.e * 1e7
rho = 9.0
atomic_mass = 63.5
c_long = 4.8e5
c_trans = 2.3e5
side = 1e-4
volume = side**3
power = 1e-15 * 1e7
T0 = 0.050
sigma_rough = 2e9 * 10.0      # rough measured size, converted to cgs

density = rho / (atomic_mass * const.atomic_mass * 1e3)
kF = (3 * pi**2 * density)**(1 / 3)
EF = (hbar * kF)**2 / (2 * m)
vF = hbar * kF / m
D = 2 * EF / 3
dos = m * kF / (pi**2 * hbar**2)
k_screen = np.sqrt(4 * pi * e2 * dos)

# ---------- test: screened coupling from the static response ----------
q_model = 0.01
e2_model = e2 * m / (hbar**2 * kF)
n_model = 1 / (3 * pi**2)


def response_integrand(k):
    return k / q_model * np.log(abs((k + q_model / 2) / (k - q_model / 2)))


part_low = quad(response_integrand, 0, q_model / 2, limit=200)[0]
part_mid = quad(response_integrand, q_model / 2, 0.1, limit=200)[0]
part_high = quad(response_integrand, 0.1, 1, limit=200)[0]
response = (part_low + part_mid + part_high) / pi**2
D_response = (4 * pi * e2_model * n_model
              / (q_model**2 + 4 * pi * e2_model * response))
assert abs(D_response / (1 / 3) - 1) < 1e-3

# ---------- test: phase space with a narrow Gaussian for the delta ----------
Te_m, Tp_m, q_m, w_m, width = 0.02, 0.01, 0.3, 0.03, 0.001
k = np.linspace(0.4, 1.5, 551)[:, None]
mu = np.linspace(-1, 1, 4001)[None, :]
e_initial = k**2 / 2
e_final = e_initial + k * q_m * mu + q_m**2 / 2
delta = (np.exp(-((e_final - e_initial - w_m) / width)**2 / 2)
         / (width * np.sqrt(2 * pi)))
f_low = expit((0.5 - e_initial) / Te_m)
f_up = expit((0.5 - e_final) / Te_m)
N_m = bose(w_m / Tp_m)


def electron_sum(integrand):
    inner = trapezoid(integrand * delta, mu[0], axis=1)
    return trapezoid(k[:, 0]**2 * inner, k[:, 0]) / (2 * pi**2)


phase_direct = electron_sum(f_low - f_up)
phase_formula = w_m / (2 * pi**2 * q_m)
assert abs(phase_direct / phase_formula - 1) < 1e-3
net_direct = electron_sum(f_up * (1 - f_low) * (N_m + 1)
                          - f_low * (1 - f_up) * N_m)
net_formula = phase_formula * (bose(w_m / Te_m) - N_m)
# finite Gaussian width leaves a relative error of order 5e-4
assert abs(net_direct / net_formula - 1) < 2e-3
del delta, e_final, f_up


# ---------- test: whole power from the original occupation factors ----------
def golden_rule_power(Te, Tph, c):
    """Power per volume for D = rho = 1, without using the T**5 result."""
    hottest = max(Te, Tph)
    q_grid = np.linspace(1e-5, min(45 * hottest / c, 2.6), 601)
    values = []
    for q in q_grid:
        w = c * q
        e_min = (c - q / 2)**2 / 2
        low = max(e_min, 0.5 - 80 * hottest)
        energy = np.linspace(low, 0.5 + 40 * hottest, 3001)
        f1 = expit((0.5 - energy) / Te)
        h1 = expit((energy - 0.5) / Te)
        f2 = expit((0.5 - energy - w) / Te)
        h2 = expit((energy + w - 0.5) / Te)
        N = bose(w / Tph)
        net = trapezoid(f2 * h1 * (N + 1) - f1 * h2 * N, energy)
        rate = 2 * pi * q / (2 * c) * net / (2 * pi**2 * q)
        values.append(q**2 / (2 * pi**2) * w * rate)
    return simpson(values, x=q_grid)


def law_power(Te, Tph, c):
    return 6 * zeta(5) / (pi**3 * c**4) * (Te**5 - Tph**5)


cold_cases = [(0.002, 0.001, 0.05), (0.0015, 0.0005, 0.05),
              (0.002, 0.0015, 0.08), (0.001, 0.002, 0.05)]
cold_ratios = [golden_rule_power(*case) / law_power(*case)
               for case in cold_cases]
assert max(abs(r - 1) for r in cold_ratios) < 2e-3
hot_case = (0.02, 0.01, 0.01)
hot_ratio = golden_rule_power(*hot_case) / law_power(*hot_case)
assert 0 < hot_ratio < 0.05

# ---------- copper: closed form against a numerical heat balance ----------
sigma = (2 / 3) * zeta(5) * kF**4 * kB**5 / (pi**3 * rho * hbar**3
                                             * c_long**4)


def relaxation_rate(q):
    return D**2 * m**2 * q / (2 * pi * rho * hbar**3)


def mode_power(Te, Tph):
    q = np.linspace(1e-5, 50, 4001) * kB * max(Te, Tph) / (hbar * c_long)
    energy = hbar * c_long * q
    difference = bose(energy / (kB * Te)) - bose(energy / (kB * Tph))
    integrand = q**2 / (2 * pi**2) * energy * relaxation_rate(q) * difference
    return volume * simpson(integrand, x=q)


def electron_temperature(coefficient, Tph):
    return (Tph**5 + power / (coefficient * volume))**0.2


Te_jellium = electron_temperature(sigma, T0)
Te_balance = brentq(lambda T: mode_power(T, T0) - power, T0 * 1.0001, 1.0)
assert abs(Te_balance / Te_jellium - 1) < 1e-5
Te_rough = electron_temperature(sigma_rough, T0)


def linear_rise(coefficient):
    return power / (5 * coefficient * volume * T0**4)


# ---------- phonon radiation through one perfectly transmitting face ----------
def flux_formula(T, c):
    return pi**2 * (kB * T)**4 / (120 * hbar**3 * c**2)


angle_part = quad(lambda u: u / 2, 0, 1)[0]
x_part = quad(lambda x: x**3 / np.expm1(x), 0, 60)[0]
flux_direct = (angle_part * x_part * (kB * T0)**4
               / (2 * pi**2 * hbar**3 * c_long**2))
assert abs(flux_direct / flux_formula(T0, c_long) - 1) < 1e-7
flux_unit = flux_formula(1.0, c_long) + 2 * flux_formula(1.0, c_trans)
T_phonon = (T0**4 + power / (side**2 * flux_unit))**0.25
Te_jellium_warm = electron_temperature(sigma, T_phonon)
Te_rough_warm = electron_temperature(sigma_rough, T_phonon)

# ---------- scales that decide whether the assumptions hold ----------
x_peak = minimize_scalar(lambda x: -x**4 / np.expm1(x),
                         bounds=(1, 8), method="bounded").x


def q_peak(T, c):
    return x_peak * kB * T / (hbar * c)


q0 = q_peak(T0, c_long)
assert q0 < 1e-2 * k_screen and q0 < 1e-2 * kF and c_long < 1e-2 * vF
assert relaxation_rate(q0) < 0.1 * c_long / side
speed_factor = 2 * (c_long / c_trans)**4
coupling_ratio = np.sqrt((sigma_rough / sigma - 1) / speed_factor)

# ---------- output ----------
print(f"input: density = {rho:.1f} g/cm^3")
print(f"input: atomic mass = {atomic_mass:.1f} u")
print(f"input: longitudinal sound speed = {c_long:.2e} cm/s")
print(f"input: transverse sound speed = {c_trans:.2e} cm/s")
print(f"input: island side = {side:.1e} cm")
print(f"input: island volume = {volume:.1e} cm^3")
print(f"input: power = {power:.1e} erg/s = {power*1e8:.1f} fW")
print(f"input: bath temperature = {T0*1e3:.1f} mK")
print(f"electron density = {density:.3e} cm^-3")
print(f"Fermi wave number = {kF:.3e} cm^-1")
print(f"Fermi energy = {EF/erg_per_eV:.2f} eV")
print(f"Fermi velocity = {vF:.3e} cm/s")
print(f"screened coupling D = {D/erg_per_eV:.2f} eV")
print(f"screening wave number = {k_screen:.3e} cm^-1")
print(f"test: response D / (2EF/3) = {D_response*3:.6f}")
print(f"test: phase space direct/formula = {phase_direct/phase_formula:.6f}")
print(f"test: net rate direct/formula = {net_direct/net_formula:.6f}")
for case, ratio in zip(cold_cases, cold_ratios):
    print(f"test: Te,Tph,c = {case} model units, power/law = {ratio:.6f}")
print(f"test: hot case {hot_case} model units, power/law = {hot_ratio:.5f}")
print(f"zeta(5) = {zeta(5):.6f}")
print(f"jellium Sigma = {sigma:.3e} erg/(s cm^3 K^5)"
      f" = {sigma/10:.3e} W/(m^3 K^5)")
print(f"rough measured-size Sigma = {sigma_rough:.1e} erg/(s cm^3 K^5)"
      f" = {sigma_rough/10:.1e} W/(m^3 K^5)")
print(f"rough/jellium Sigma = {sigma_rough/sigma:.1f}")
print(f"T0^5 = {T0**5:.3e} K^5")
for name, S, Te in [("jellium", sigma, Te_jellium),
                    ("rough Sigma", sigma_rough, Te_rough)]:
    print(f"{name}: P/(Sigma V) = {power/(S*volume):.3e} K^5")
    print(f"{name}: electron temperature = {Te*1e3:.1f} mK")
    print(f"{name}: overheating = {(Te-T0)*1e3:.1f} mK")
    print(f"{name}: linear overheating = {linear_rise(S)*1e3:.1f} mK")
print(f"jellium: Te from numerical balance = {Te_balance*1e3:.1f} mK")
print(f"phonon temperature, ideal face = {T_phonon*1e3:.2f} mK")
print(f"jellium: Te with warm phonons = {Te_jellium_warm*1e3:.1f} mK")
print(f"rough Sigma: Te with warm phonons = {Te_rough_warm*1e3:.1f} mK")
print(f"peak of x^4/(exp(x)-1) at x = {x_peak:.3f}")
print(f"dominant longitudinal q at T0 = {q0:.3e} cm^-1")
print(f"longitudinal wavelength at T0 = {2*pi/q0*1e4:.2f} micron")
print(f"transverse wavelength at T0 = "
      f"{2*pi/q_peak(T0, c_trans)*1e4:.2f} micron")
print(f"longitudinal wavelength at jellium Te = "
      f"{2*pi/q_peak(Te_jellium, c_long)*1e4:.2f} micron")
print(f"q times l at T0 for l = 1 micron: {q0*1e-4:.2f}")
print(f"phonon relaxation rate at dominant q = {relaxation_rate(q0):.2e} 1/s")
print(f"phonon crossing rate c/L = {c_long/side:.2e} 1/s")
print(f"two transverse modes, speed factor = {speed_factor:.1f}")
print(f"transverse/longitudinal coupling to bridge = {coupling_ratio:.2f}")
print("done: every assertion held")
```

Printed output:

```
input: density = 9.0 g/cm^3
input: atomic mass = 63.5 u
input: longitudinal sound speed = 4.80e+05 cm/s
input: transverse sound speed = 2.30e+05 cm/s
input: island side = 1.0e-04 cm
input: island volume = 1.0e-12 cm^3
input: power = 1.0e-08 erg/s = 1.0 fW
input: bath temperature = 50.0 mK
electron density = 8.535e+22 cm^-3
Fermi wave number = 1.362e+08 cm^-1
Fermi energy = 7.07 eV
Fermi velocity = 1.577e+08 cm/s
screened coupling D = 4.71 eV
screening wave number = 1.810e+08 cm^-1
test: response D / (2EF/3) = 0.999952
test: phase space direct/formula = 1.000000
test: net rate direct/formula = 1.000474
test: Te,Tph,c = (0.002, 0.001, 0.05) model units, power/law = 1.000000
test: Te,Tph,c = (0.0015, 0.0005, 0.05) model units, power/law = 1.000000
test: Te,Tph,c = (0.002, 0.0015, 0.08) model units, power/law = 1.000000
test: Te,Tph,c = (0.001, 0.002, 0.05) model units, power/law = 1.000000
test: hot case (0.02, 0.01, 0.01) model units, power/law = 0.00468
zeta(5) = 1.036928
jellium Sigma = 6.871e+08 erg/(s cm^3 K^5) = 6.871e+07 W/(m^3 K^5)
rough measured-size Sigma = 2.0e+10 erg/(s cm^3 K^5) = 2.0e+09 W/(m^3 K^5)
rough/jellium Sigma = 29.1
T0^5 = 3.125e-07 K^5
jellium: P/(Sigma V) = 1.455e-05 K^5
jellium: electron temperature = 108.3 mK
jellium: overheating = 58.3 mK
jellium: linear overheating = 465.7 mK
rough Sigma: P/(Sigma V) = 5.000e-07 K^5
rough Sigma: electron temperature = 60.5 mK
rough Sigma: overheating = 10.5 mK
rough Sigma: linear overheating = 16.0 mK
jellium: Te from numerical balance = 108.3 mK
phonon temperature, ideal face = 51.77 mK
jellium: Te with warm phonons = 108.3 mK
rough Sigma: Te with warm phonons = 61.4 mK
peak of x^4/(exp(x)-1) at x = 3.921
dominant longitudinal q at T0 = 5.347e+04 cm^-1
longitudinal wavelength at T0 = 1.18 micron
transverse wavelength at T0 = 0.56 micron
longitudinal wavelength at jellium Te = 0.54 micron
q times l at T0 for l = 1 micron: 5.35
phonon relaxation rate at dominant q = 3.81e+07 1/s
phonon crossing rate c/L = 4.80e+09 1/s
two transverse modes, speed factor = 37.9
transverse/longitudinal coupling to bridge = 0.86
done: every assertion held
```
